# Stress and the quadratic flexural dispersion of an atomic sheet

## The form of the answer

Let a flat sheet in the plane $z=0$ be displaced by a small height $h(x,y)$. If the forces have finite range, the squared frequency $\omega^2$ of a long flexural wave is a smooth function of its wavevector $\mathbf q$. Lifting the whole sheet costs nothing, so there is no constant term. With $\rho$ the mass per area, the first candidate is

$$\rho\omega^2=c\,q^2,$$

which belongs to a potential energy $\tfrac12c|\nabla h|^2$ per area. The coefficient $c$ has the dimension of force per length.

A uniform tilt $h=\theta x$ shows what $c$ must be. Raising each atom by $\theta x$ at fixed $x$ is a rotation followed by a stretch, because a line element along $x$ grows by the factor $\sqrt{1+\theta^2}\simeq1+\theta^2/2$. The rotation is free. The stretch does work $\sigma\theta^2/2$ per area against the in-plane stress $\sigma$. Comparison with $\tfrac12c\theta^2$ gives $c=\sigma$. Without stress the first surviving term is $\kappa q^4$, where $\kappa$ is an energy, and then $\omega\propto q^2$.

This argument treats the sheet as a continuum. The proof below starts from the atoms and allows several of them in the unit cell.

## Assumptions and theorem

The sheet is periodic, with cell area $A$ and all atoms in the plane $z=0$. Greek indices denote the in-plane directions $x,y$ and are summed when repeated. Atom $j$ has in-plane position $\mathbf x_j$.

1. The energy is $E=\sum_ie_i$. Each site energy $e_i$ is smooth and depends on finitely many atoms near site $i$.
2. Each $e_i$ is unchanged when its neighbourhood is translated, rotated, or reflected in the plane of the sheet.
3. The net force on every atom of the flat sheet vanishes.
4. At $\mathbf q=0$, every pattern of heights within the cell costs positive energy, except the uniform one.

**Theorem.** In the harmonic approximation the acoustic flexural branch obeys

$$\rho\omega^2=\sigma_{\alpha\beta}q_\alpha q_\beta+O(q^4),$$

where $\sigma_{\alpha\beta}$ is the in-plane stress, a force per length counted positive in tension. If $\sigma_{\alpha\beta}=0$, then

$$\rho\omega^2=\kappa(\mathbf n)\,q^4+O(q^6),\qquad \mathbf n=\mathbf q/q,$$

and $\omega=\sqrt{\kappa/\rho}\;q^2$ at leading order, provided $\kappa>0$.

Rotational invariance thus fixes the $q^2$ coefficient as the stress, and the absence of stress makes it zero. Both conditions enter.

## Three lemmas

Define, at the flat configuration,

$$g_{i,j\alpha}=\frac{\partial e_i}{\partial x_{j\alpha}},\qquad h_{i,jk}=\frac{\partial^2e_i}{\partial z_j\partial z_k}.$$

Reflection symmetry makes $e_i$ even under a change of sign of all heights. Hence $\partial e_i/\partial z_j=0$, and the mixed second derivatives between heights and in-plane coordinates vanish. Flexural and in-plane motion separate in the harmonic approximation.

**Lemma 1 (translation).** $\sum_kh_{i,jk}=0$ and $\sum_jg_{i,j\alpha}=0$.

*Proof.* Raising all atoms equally leaves $\partial e_i/\partial z_j$ unchanged; its derivative with respect to the common height is the first sum. The second sum is the derivative of $e_i$ under a common in-plane shift. ∎

**Lemma 2 (tilt).** $\sum_kh_{i,jk}\,x_{k\alpha}=g_{i,j\alpha}$.

*Proof.* Let $R$ be a rotation. Differentiating $e_i(R\mathbf r)=e_i(\mathbf r)$ with respect to $\mathbf r_j$ gives $R^{T}\mathbf g_{i,j}(R\mathbf r)=\mathbf g_{i,j}(\mathbf r)$, so $\mathbf g_{i,j}(R\mathbf r)=R\,\mathbf g_{i,j}(\mathbf r)$: the gradient turns with the atoms. Choose

$$x'=x\cos\theta-z\sin\theta,\qquad z'=x\sin\theta+z\cos\theta.$$

For a flat start the displacements are $\delta z_k=\theta x_k+O(\theta^3)$ and $\delta x_k=O(\theta^2)$. The height component of the gradient after rotation is therefore $\theta\sum_kh_{i,jk}x_k$ to first order. The rotation law gives the same component as $\theta g_{i,jx}$, since it was zero before. Equating the two proves the case $\alpha=x$; a tilt along $y$ proves the other. ∎

The lemma holds whether or not the sheet is stressed. It links transverse stiffness, on the left, to in-plane forces, on the right.

**Lemma 3 (stress).** With $i$ running over one cell and $j,k$ over all atoms,

$$\sum_{i\in\text{cell}}\sum_{jk}h_{i,jk}\,x_{j\beta}x_{k\alpha}=A\sigma_{\alpha\beta}.$$

*Proof.* Under a small homogeneous deformation $x_{j\alpha}\to x_{j\alpha}+\eta_{\alpha\beta}x_{j\beta}$ the energy per cell changes at the rate

$$A\sigma_{\alpha\beta}=\frac{\partial E_{\rm cell}}{\partial\eta_{\alpha\beta}}=\sum_{i\in\text{cell}}\sum_jg_{i,j\alpha}x_{j\beta}.$$

Shifts of the sublattices that accompany the strain add nothing at first order, because the atoms carry no net force. Replacing $g_{i,j\alpha}$ by Lemma 2 gives the claim. ∎

## Proof of the theorem

Let $\Phi_{jk}=\sum_ih_{i,jk}$. Insert $z_j=c_s\,e^{i(\mathbf q\cdot\mathbf x_j-\omega t)}$ for atoms of sublattice $s$ into Newton's equation. The amplitudes obey

$$D(\mathbf q)\,c=\omega^2Mc,\qquad D_{st}(\mathbf q)=\sum_{k\in t}\Phi_{jk}\,e^{i\mathbf q\cdot(\mathbf x_k-\mathbf x_j)},\quad j\in s,$$

with $M$ the diagonal matrix of masses. Let $u=(1,\dots,1)$ and $M_{\rm tot}=u^\dagger Mu=\rho A$.

**Uniform amplitude.** Summing all elements of $D$ and using periodicity to restrict $i$, instead of $j$, to one cell gives

$$u^\dagger Du=\sum_{i\in\text{cell}}\sum_{jk}h_{i,jk}\,e^{i\mathbf q\cdot(\mathbf x_k-\mathbf x_j)}.$$

The term of order zero vanishes by Lemma 1. Odd orders vanish because $h_{i,jk}=h_{i,kj}$ while $\mathbf x_k-\mathbf x_j$ changes sign. The second-order term is

$$-\tfrac12\sum h_{i,jk}\left[(\mathbf q\cdot\mathbf x_k)^2+(\mathbf q\cdot\mathbf x_j)^2-2(\mathbf q\cdot\mathbf x_j)(\mathbf q\cdot\mathbf x_k)\right].$$

In each of the first two squares one index is free, and its sum vanishes by Lemma 1. The cross term survives with a positive sign, and by Lemma 3

$$u^\dagger Du=A\sigma_{\alpha\beta}q_\alpha q_\beta+O(q^4).$$

**Relaxation within the cell.** Atoms of one cell need not move by equal amounts. The uniform amplitude exerts the generalized force $Du$. For atom $j$ in sublattice $s$, its zeroth order vanishes by Lemma 1, and its first order is

$$iq_\alpha\sum_k\Phi_{jk}(x_{k\alpha}-x_{j\alpha})=iq_\alpha\sum_i\sum_kh_{i,jk}x_{k\alpha}=iq_\alpha\sum_ig_{i,j\alpha}=0.$$

The last sum is minus the force on atom $j$, which is zero by assumption 3. Hence $Du=O(q^2)$.

Assumption 4 makes $\omega^2=0$ a simple eigenvalue at $\mathbf q=0$, with eigenvector $u$. For small $q$ write $c=u+w$ with $u^\dagger Mw=0$. Multiplication of the eigenvalue equation by $w^\dagger$ gives

$$w^\dagger Dw=-w^\dagger Du+\omega^2w^\dagger Mw.$$

For small $q$ the left side is at least $b|w|^2$ with a constant $b>0$, because $w$ has no freedom to be uniform. Since $\omega^2\to0$, the last term is eventually smaller than $\tfrac12b|w|^2$. Thus $\tfrac12b|w|\le|Du|$, and $w=O(q^2)$. Multiplication by $u^\dagger$ now gives

$$M_{\rm tot}\,\omega^2=u^\dagger Du+(Du)^\dagger w=A\sigma_{\alpha\beta}q_\alpha q_\beta+O(q^4).$$

Division by $A$ proves the first statement.

**Zero stress.** Now $\omega^2=O(q^4)$. A simple eigenvalue of a matrix analytic in $\mathbf q$ is itself analytic, and $D(-\mathbf q)=D(\mathbf q)^*$ makes it even. The next correction is therefore $O(q^6)$. Write $Du=q^2d+O(q^3)$. At order $q^2$ the eigenvalue equation reads $D(0)w=-q^2d$, so

$$\kappa(\mathbf n)=\frac1{24A}\sum_{i\in\text{cell}}\sum_{jk}h_{i,jk}\,[\mathbf n\cdot(\mathbf x_k-\mathbf x_j)]^4-\frac1A\,d^\dagger D(0)^{+}d,$$

where $D(0)^+$ is the inverse on patterns orthogonal to $u$. The equation is soluble because $u^\dagger d=A\sigma_{\alpha\beta}n_\alpha n_\beta=0$. The second term shows that internal relaxation can lower $\kappa$ but cannot restore a $q^2$ term. ∎

**Remark (bending).** A wave $h=h_0\cos qx$ has mean potential energy $\tfrac12\rho\omega^2\langle h^2\rangle=\tfrac12\kappa\langle(h'')^2\rangle$ per area. If the energy of a slowly bent, unstretched sheet depends locally on its curvature, rolling it to radius $R$ costs $\kappa/(2R^2)$ per area, and $\kappa$ is the bending rigidity. The atoms of each cell must be free to shift normal to the rolled surface; if they are held on it, the cost is set by the fourth-moment term alone, which is larger when $d\neq0$. The test below uses a model with $d=0$, where the two agree.

**Remark (a sheet without stiffness).** A central bond of length $r$ and energy $V(r)$ lengthens by $(\Delta z)^2/(2r)$ when its ends differ in height by $\Delta z$. Its transverse energy is $\tfrac12(T/r)(\Delta z)^2$, with $T=V'(r)$ the bond tension. If all bonds are central and unstretched, every $T$ vanishes, and so does every harmonic flexural frequency. Assumption 4 then fails for a cell with several atoms, and $\kappa=0$ for a cell with one. Invariance forbids the linear law but does not supply the stiffness for a quadratic one.

## A honeycomb sheet

The example takes round parameters in the rough range of graphene and uses nm, eV and N/m; atomic units would be unnatural for a mechanical sheet. Atoms of 12 u are joined by first-neighbour springs (2000 eV/nm², natural length 0.133 nm) and second-neighbour springs (600 eV/nm², natural length 0.255 nm). Each site also has the energy $\tfrac12G|\mathbf s|^2$, where $\mathbf s$ is the sum of its three bond vectors and $G=150$ eV/nm². All terms are rotationally invariant.

**Cancellation.** Relaxation gives the bond length $a=0.14214$ nm and $A=0.05249$ nm². First-neighbour bonds carry the tension $T_1=18.288$ eV/nm and second neighbours $T_2=-5.279$ eV/nm, a compression. By the bond energy above, a set of bonds $\mathbf R$ contributes $A^{-1}\sum(T/R)(\mathbf n\cdot\mathbf R)^2$ to the $q^2$ coefficient. A cell has three first-neighbour bonds, whose squared direction cosines sum to $3/2$, and six second-neighbour bonds of length $\sqrt3a$, for which the sum is 3. Hence

$$\frac{3T_1a}{2A}=\frac{1.5\times18.288\times0.14214}{0.05249}\ \frac{\rm eV}{\rm nm^2}=11.90\ \text{N/m},$$

$$\frac{3\sqrt3\,T_2a}{A}=-11.90\ \text{N/m}.$$

The $G$ term gives nothing at this order, since $\mathbf s$ remains zero under a uniform tilt. The sum is the stress, which relaxation has made zero. If the second-neighbour part were dropped at fixed geometry, the remaining 11.90 N/m would produce a sound speed $\sqrt{11.90/(7.592\times10^{-7})}$ m/s $=3.96$ km/s. That linear branch would be an artefact of truncating the force constants.

**Bending rigidity.** A half-turn in the plane exchanges the two sublattices, so the two components of $d$ are equal. Their sum is zero without stress, so $d=0$ and the relaxation term drops out. For a bond, $|e^{i\mathbf q\cdot\mathbf R}-1|^2=(\mathbf q\cdot\mathbf R)^2-(\mathbf q\cdot\mathbf R)^4/12+\dots$, so bonds contribute $-(12A)^{-1}\sum(T/R)(\mathbf n\cdot\mathbf R)^4$ to $\kappa$. The fourth powers of the direction cosines sum to $9/8$ and $9/4$ for the two sets. With $T_1=-2\sqrt3\,T_2$ from zero stress and $A=3\sqrt3a^2/2$,

$$\kappa_{\rm bonds}=-\frac{a^3}{12A}\left(\frac98T_1+\frac{27\sqrt3}{4}T_2\right)=-\frac{T_2a}{4}=0.188\ \text{eV}.$$

For the $G$ term, expansion of the heights gives $s_z=\tfrac34a^2\nabla^2h$ at leading order. Two sites per cell cost $\tfrac9{16}Ga^4(\nabla^2h)^2=\tfrac12\kappa_GA(\nabla^2h)^2$, so

$$\kappa_G=\frac{9Ga^4}{8A}=\frac{\sqrt3}4Ga^2=1.312\ \text{eV}.$$

The total, 1.500 eV, agrees with the lattice dispersion. Rolling the sheet to a radius of 20 nm along two different directions also gives 1.500 eV, which supports the bending interpretation.

**Frequencies.** With $\rho=7.592\times10^{-7}$ kg/m², $\sqrt{\kappa/\rho}=5.626\times10^{-7}$ m²/s. At $q=1$ nm⁻¹ the quadratic law gives $\omega=0.563$ rad/ps and a group velocity $2\sqrt{\kappa/\rho}\,q=1.13$ km/s. Relative to the lattice frequency, the law is 0.13% too high at 1 nm⁻¹ and 2.1% too high at 4 nm⁻¹, for $\mathbf q$ along a bond. At 30° to a bond the second figure is 2.0%.

**Stress restored.** A strain with components $xx=0.010$, $xy=0.002$, $yy=0$, with internal positions relaxed, produces stresses of 3.695, 0.441 and 1.482 N/m in the same order. In four tested directions the $q^2$ coefficient of the dispersion equals $\sigma_{\alpha\beta}n_\alpha n_\beta$ to within a relative difference of $3\times10^{-6}$.

**Invariance broken.** Add the energy $\tfrac12k_z(\Delta z)^2$ to each first-neighbour bond of the unstrained sheet, with $k_z=100$ eV/nm². The flat sheet stays free of stress, but a rigid tilt now costs energy. The $q^2$ coefficient becomes $k_z(3a^2/2)/A=k_z/\sqrt3$, and the sound speed is 3.49 km/s. Between 0.2 and 0.4 nm⁻¹ the exponent of $\omega(q)$ is 1.002, against 2.000 for the invariant sheet. Zero stress alone is therefore insufficient.

## Consequence for heat capacity

Let $\alpha_0=\sqrt{\kappa/\rho}$. The number of flexural modes per area is $q\,dq/(2\pi)=d\omega/(4\pi\alpha_0)$, a constant density in frequency. With $x=\hbar\omega/(k_BT)$, the heat capacity per area of this branch at low temperature is

$$C=\frac{k_B^2T}{4\pi\hbar\alpha_0}\int_0^\infty\frac{x^2e^x}{(e^x-1)^2}dx=\frac{\pi k_B^2T}{12\hbar\alpha_0}.$$

Integration by parts turns the integral into $2\int_0^\infty x\,dx/(e^x-1)=\pi^2/3$. A linear branch has a mode density proportional to $\omega$ and would give $C\propto T^2$ instead.

At 10 K the formula gives $8.41\times10^{-6}$ J/(K m²), and the lattice dispersion gives $8.52\times10^{-6}$ J/(K m²). The lattice value exceeds the law by 1.3% at 10 K and by 0.26% at 2 K. This fits a relative correction of order $q^2$, because the square of the thermal wavevector is proportional to $T$.

## Where the quadratic law stops

**Residual strain.** Under isotropic tension the two terms of $\rho\omega^2=\sigma q^2+\kappa q^4$ are equal at $q_\sigma=\sqrt{\sigma/\kappa}$. An isotropic strain of 0.01% produces 0.052 N/m and $q_\sigma=0.46$ nm⁻¹; the dispersion turns linear well below this. At 10 K the mode with $\hbar\omega=k_BT$ lies at 1.53 nm⁻¹, where the tension raises $\omega$ by the factor $\sqrt{1+(0.464/1.525)^2}$, or 4.5%. Compression reverses the sign of $\sigma$: the flat sheet is then unstable at wavevectors below $\sqrt{|\sigma|/\kappa}$.

**Thermal ripples.** Equipartition gives modes above $q$ the height variance

$$\int_q^\infty\frac{k\,dk}{2\pi}\frac{k_BT}{\kappa k^4}=\frac{k_BT}{4\pi\kappa q^2}.$$

A ripple of height $h$ costs bending energy of order $\kappa q^4h^2$ and stretching energy of order $Yq^4h^4$, with $Y$ the two-dimensional Young modulus. They are comparable when $h^2\sim\kappa/Y$, which gives the estimate $q_T=\sqrt{k_BTY/(4\pi\kappa^2)}$. With $Y=307$ N/m, $q_T$ is 0.24 nm⁻¹ at 10 K and 1.3 nm⁻¹ at 300 K. Below roughly these wavevectors the harmonic theorem is not a reliable description.

**Comparison with graphene.** The model's bond length, its rigidity of 1.5 eV and its modulus of 307 N/m are in the range of graphene, for which rough values are 0.14 nm, 1 to 2 eV and 340 N/m. The springs are not fitted to its phonon spectrum. A clamped membrane can carry built-in strain. At 0.1% isotropic strain, linear scaling of the model's stress puts $q_\sigma$ near 1.5 nm⁻¹. With $\rho\omega^2=\sigma q^2+\kappa q^4$ the heat capacity at 10 K is then about 13% below the quadratic law, and the relative shortfall grows on cooling. These figures belong to the model, whose Poisson ratio of 0.41 is well above the rough value 0.17 for graphene. With $Y=340$ N/m and that lower ratio, the same strain gives about 0.41 N/m, $q_\sigma$ near 1.3 nm⁻¹ and a shortfall near 10%. A sheet held by a fixed substrate breaks the invariance directly: a restoring force $-K_sh$ per area adds $K_s$ to $\rho\omega^2$ and opens a gap. The quadratic law therefore applies to a free-standing sheet, at wavevectors well above both $q_\sigma$ and $q_T$ and small compared with $1/a$. At $q_\sigma$ itself tension raises $\omega$ by 41%, and at $3q_\sigma$ still by 5%. At 300 K the window is narrow: $3q_T$ is about 4 nm⁻¹, where the law is already 2% too high, and $1/a$ is 7 nm⁻¹. The numerical output below lists the main values for the model.

## Calculated quantities

```
input first-neighbour spring: 2000 eV/nm^2, natural length 0.133 nm
input second-neighbour spring: 600 eV/nm^2, natural length 0.255 nm
input three-neighbour stiffness G: 150 eV/nm^2
input atomic mass: 12 u
relaxed bond length: 0.14214 nm
cell area: 0.05249 nm^2
mass per area rho: 7.5919e-07 kg/m^2
first-neighbour bond tension: 18.288 eV/nm
second-neighbour bond tension: -5.279 eV/nm
q^2 coefficient, first neighbours: 11.9014 N/m
q^2 coefficient, second neighbours: -11.9014 N/m
q^2 coefficient, three-neighbour term: 8.1e-15 N/m (magnitude)
q^2 coefficient from full dispersion: 2.4e-07 N/m (magnitude)
sound speed if only first-neighbour q^2 part is kept: 3.959 km/s
kappa from dispersion: 1.49996 eV
kappa from fourth moment: 1.49996 eV
kappa from rolled sheet, R = 20 nm, two directions: 1.49997, 1.49997 eV
sqrt(kappa/rho): 5.6263e-07 m^2/s
q = 0.5 1/nm: omega lattice 0.1406, quadratic law 0.1407 rad/ps, law error 0.03 %
q = 1.0 1/nm: omega lattice 0.5619, quadratic law 0.5626 rad/ps, law error 0.13 %
q = 2.0 1/nm: omega lattice 2.2391, quadratic law 2.2505 rad/ps, law error 0.51 %
q = 4.0 1/nm: omega lattice 8.8185, quadratic law 9.0020 rad/ps, law error 2.08 %
group velocity at 1 1/nm: lattice 1.1224, law 1.1253 km/s
exponent of omega(q), q = 0.2 to 0.4 1/nm, invariant sheet: 1.9998
same exponent, control without rotational invariance: 1.0021
control height spring: 100 eV/nm^2, sound speed 3.491 km/s
strained test sheet: strain xx 0.010, xy 0.002, yy 0
its stress xx, yy, xy: 3.6951, 1.4823, 0.4410 N/m
largest relative error of q^2 coefficient against stress: 2.6e-06
heat capacity per area at 10 K, law: 8.4108e-06 J/(K m^2)
heat capacity per area at 10 K, lattice: 8.5228e-06 J/(K m^2)
lattice minus law, relative, 2 K and 10 K: 0.259 %, 1.332 %
thermal wavevector at 10 K, hbar*omega = kT: 1.525 1/nm
2D Young modulus Y: 306.6 N/m
residual strain 0.01 %: tension 0.0518 N/m
linear-quadratic crossover for that tension: 0.464 1/nm
thermal ripple wavevector q_T at 10 K: 0.242 1/nm
thermal ripple wavevector q_T at 300 K: 1.323 1/nm
```
